# Trimethylaluminium exposure for coating a circular hole of aspect ratio 100

## Problem

A circular hole of diameter $d$ and depth $L$ is open at the top and closed at the bottom, with aspect ratio $a=L/d=100$. It is exposed to trimethylaluminium, Al(CH₃)₃, at $T=473$ K. At saturation the surface holds $S=4$ chemisorbed molecules per square nanometre of true area, on the side wall and on the bottom alike.

1. Find the exposure $Pt$, the product of precursor partial pressure and dose time, that just completes the coating if every arriving molecule sticks while free sites remain.
2. Find the dose time for $d=100$ nm and $P=10$ Pa, and check that the assumptions hold there.
3. Replace ideal sticking by Langmuir sticking with initial probability $s_0$. When does the answer to part 1 survive?

**Assumptions.** The partial pressure at the mouth is constant. The precursor is monomeric and adsorbs irreversibly. Molecules in the hole collide with the walls and not with each other (free molecular flow). A molecule that does not stick leaves the wall with the cosine distribution, without memory of its arrival. Reaction products do not block sites, adsorbed molecules do not migrate, and one dose does not change the diameter noticeably. The gas present in the hole at any moment is negligible compared with the amount adsorbed.

## Solution

### Exposure of a flat surface

Let $n=P/kT$ be the number density outside the hole and $m$ the molecular mass. The number of molecules striking unit area per unit time follows from the Maxwell distribution of the velocity component $v_x$ towards the surface:

$$
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_x\,e^{-mv_x^2/2kT}\,dv_x
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .
$$

With the mean speed $\bar v=\sqrt{8kT/\pi m}$ this is also $J=n\bar v/4$. A flat surface with ideal sticking is full when $Jt=S$, so

$$
(Pt)_{\rm flat}=S\sqrt{2\pi mkT}.
$$

For the hole we need the ratio $Jt/S$, which is the factor by which the required exposure exceeds the flat-surface value.

### Flow carried by wall-to-wall flights

Consider a molecule leaving the side wall. Let $\beta$ be the angle between its direction and the hole axis, and $\varphi$ the angle between the projection of its direction on the cross-section and the inward normal. The component of the unit direction vector along the normal is $\sin\beta\cos\varphi$, so the cosine law gives the probability

$$
\frac{1}{\pi}\,\sin\beta\cos\varphi\;\sin\beta\,d\beta\,d\varphi ,
\qquad 0<\beta<\pi,\quad -\tfrac{\pi}{2}<\varphi<\tfrac{\pi}{2}.
$$

It is normalized, because the integrals over $\beta$ and $\varphi$ are $\pi/2$ and $2$. Projected on the cross-section, the flight is a chord of length $d\cos\varphi$. The axial displacement is therefore $\zeta=d\cos\varphi\cot\beta$, and

$$
\langle \zeta^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi\int_0^\pi\cos^2\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}.
$$

Now let $E(z)$ be the number of molecules re-emitted per unit wall area at depth $z$, accumulated over the whole dose. Let $p(s)$ be the probability that a flight advances by more than $s$ in a given axial direction. Flights from above cross the section at $z$ downwards, and flights from below cross it upwards. The net number passing downwards is

$$
N(z)=\pi d\int_0^\infty\left[E(z-s)-E(z+s)\right]p(s)\,ds
=-2\pi d\,\frac{dE}{dz}\int_0^\infty s\,p(s)\,ds .
$$

The second form holds for a linear or quadratic $E$, since even terms cancel in the difference. Integration by parts turns the last integral into half the mean of $\zeta^2$ restricted to positive $\zeta$. By symmetry this restricted mean is $\langle\zeta^2\rangle/2$, so the integral equals $\langle \zeta^2\rangle/4=d^2/6$. Dividing $N$ by the cross-section $\pi d^2/4$ gives

$$
\frac{N}{\pi d^2/4}=-\frac{4}{\pi d^2}\cdot 2\pi d\cdot\frac{d^2}{6}\,\frac{dE}{dz}=-\frac{4d}{3}\frac{dE}{dz}.
$$

Define the re-emitted fluence $e=E/S$ and the reduced depth $x=z/d$. The net flow per cross-sectional area, in units of $S$, is then

$$
F(x)=-\frac43\,\frac{de}{dx}. \tag{1}
$$

This derivation assumes a long tube. Near the two ends, flights can begin or finish outside the side wall, and (1) is least accurate there. The error fades slowly with distance from the ends, because $p(s)$ falls as $s^{-3}$ and the integrand $s\,p(s)$ only as $s^{-2}$, so long flights still contribute. At mid-depth, (1) is off by somewhat less than one per cent for $a=100$ and by several per cent for $a=10$.

### Balance over the whole dose

Every molecule that passes depth $x$ and does not return is adsorbed deeper down. When the coating is complete, the wall below $x$ has taken up $S\pi d(L-z)$ molecules and the bottom $S\pi d^2/4$. Dividing by $S\pi d^2/4$ gives

$$
F(x)=4(a-x)+1. \tag{2}
$$

The order in which the sites were filled does not enter. Transport is linear in the number of emitted molecules, so its time integral depends on the final uptake alone.

Equating (1) and (2) and integrating from mouth to bottom,

$$
e(0)-e(a)=\frac34\int_0^a\left[4(a-x)+1\right]dx=\frac34\left(2a^2+a\right)=\frac{3a^2}{2}+\frac{3a}{4}. \tag{3}
$$

At the mouth, $Jt/S$ molecules per unit area enter from outside, in units of $S$. We approximate the number coming back out by $e(0)$, the mouth value of the smooth profile that follows from (1). The real wall right at the mouth re-emits more than this, because about half of the molecules striking it come directly from outside. The number entering minus the number returning is the total uptake, equation (2) at $x=0$:

$$
\frac{Jt}{S}-e(0)=4a+1. \tag{4}
$$

Since $F>0$, the fluence $e$ in this approximation falls with depth, and the bottom is the last place to fill. With ideal sticking it has re-emitted nothing up to the moment of completion, so $e(a)=0$. Adding (3) and (4) gives

$$
\frac{Jt}{S}=1+4a+\frac{3a}{4}+\frac{3a^2}{2},
$$

and therefore

$$
\boxed{\,Pt=S\sqrt{2\pi mkT}\left(1+\frac{19a}{4}+\frac{3a^2}{2}\right)}. \tag{5}
$$

For $a=0$ this returns the flat-surface result. For a deep hole the quadratic term dominates: the area to be coated grows as $a$, and so does the resistance to reaching it. The diameter enters through $a$ alone, as long as the flow remains free molecular.

### The same result from a moving front

Suppose that the wall is full down to $x$ and that everything reaching this depth is captured there. In steady flow through the full section, the net flux $f$ per unit area is constant. Let $j(x')$ be the re-emission rate per unit wall area at depth $x'$. The rate form of (1) makes it fall linearly from $j(0)$ to zero, so $f=\tfrac43\,j(0)/x$. The mouth condition is $J-j(0)=f$. Eliminating $j(0)=\tfrac34xf$ gives

$$
f=\frac{J}{1+3x/4}.
$$

Advancing the front by $dx$ consumes $4S\,dx$ molecules per cross-sectional area, and the bottom finally consumes $S$. Hence

$$
\frac{Jt}{S}=4\int_0^a\left(1+\frac{3x}{4}\right)dx+\left(1+\frac{3a}{4}\right)
=4a+\frac{3a^2}{2}+1+\frac{3a}{4},
$$

which is (5) again. The integral also shows how an underdosed hole looks in this picture: once $x\gg1$, the coated depth grows as the square root of the exposure.

### Part 1: the number

The molecular mass is $72.087$ u $=1.1970\times10^{-25}$ kg, and $kT=6.5305\times10^{-21}$ J. These give

$$
\sqrt{2\pi mkT}=7.0083\times10^{-23}\ \text{kg m s}^{-1}.
$$

With $S=4\times10^{18}$ m⁻²,

$$
(Pt)_{\rm flat}=4\times10^{18}\times7.0083\times10^{-23}=2.803\times10^{-4}\ \text{Pa s}.
$$

The bracket in (5) is $1+475+15000=15476$, so

$$
Pt=2.803\times10^{-4}\times15476\approx 4.3\ \text{Pa s}.
$$

This equals about $0.033$ Torr s, or $3.3\times10^{4}$ langmuir.

The hole retains $4a+1=401$ molecules for every $15476$ that enter its mouth, about $2.6\,\%$. The others return to the gas outside. The large exposure thus reflects the difficulty of reaching the bottom far more than the amount adsorbed.

For comparison, the bracket at $a=10$ is $198.5$, which corresponds to $0.056$ Pa s. Going from aspect ratio 10 to 100 raises the requirement by a factor of 78. This is less than the factor of 100 from a purely quadratic law, because the linear term still matters at $a=10$.

### How good is the transport approximation?

Equations (1) and (4) are approximate in a hole of finite depth, most of all near the ends. They can be checked by dividing the wall into rings and following the straight flights between rings, bottom and mouth, with no diffusion law and no mouth condition. Let $u_i$ be the fluence arriving at element $i$, again in units of $S$, $\theta_i$ its final coverage, and $V_{ij}$ the fraction of cosine emission from $i$ that hits $j$. Reciprocity of the view factors gives

$$
u_i=\sum_jV_{ij}(u_j-\theta_j)+V_{i,\rm mouth}\frac{Jt}{S}.
$$

With all $\theta_i=1$ and the last element to fill having $u_i=1$, this linear system fixes $Jt/S$. That last element is a wall ring less than one diameter above the bottom. The bottom itself fills very slightly earlier, a detail that the flow law (1) does not resolve. Extrapolated to vanishing ring width, the linear system gives $15529$ for $a=100$, which is $0.35\,\%$ above the closed formula. For $a=10$ it gives $193.3$, which is $2.6\,\%$ below. The deviation changes sign between the two cases, so formula (5) is not a bound. At aspect ratio 100 the correction is immaterial: the exposure remains 4.3 to 4.4 Pa s.

### Part 2: dose time and validity

At $P=10$ Pa the dose time is

$$
t=\frac{4.338\ \text{Pa s}}{10\ \text{Pa}}\approx0.43\ \text{s}.
$$

The hole is $10$ µm deep and takes up about $1.26\times10^7$ molecules.

**Free molecular flow.** For a chosen collision diameter $\sigma=0.6$ nm, the mean free path in the pure precursor is $kT/(\sqrt2\,\pi\sigma^2P)\approx0.4$ mm, several thousand times the hole diameter. A carrier gas shortens this path, and the condition must then be checked with all gases included. If the mean free path becomes comparable with $d$, the flow is no longer free molecular and (5) no longer applies. For a dilute precursor in a carrier gas, the collisions then add resistance.

**Short transit time.** Setting $E\to n\bar v/4$ in the flow law turns $-(4d/3)\,dE/dz$ into $-(\bar vd/3)\,dn/dz$, so the diffusion coefficient is $D=\bar vd/3$. With $\bar v=372.7$ m/s this is $1.24\times10^{-5}$ m²/s. The time to diffuse over the depth is $L^2/2D=4.0\times10^{-6}$ s, about $10^{-5}$ of the dose time. Start-up and the molecules still in flight at the end can be ignored.

**Constant pressure at the mouth.** The 4.3 Pa s must be supplied at the hole itself. If many holes deplete the gas above them, the exposure measured at the reactor inlet has to be larger.

### Part 3: Langmuir sticking

Let the sticking probability be $s_0(1-\theta)$. If $u$ is the fluence that has arrived at a place, then $d\theta/du=s_0(1-\theta)$, and with $\theta=0$ at the start

$$
\theta=1-e^{-s_0u}.
$$

Complete coverage now takes an infinite exposure, so a target is needed. Let $\theta_b$ be the lowest coverage accepted, which we again place at the bottom. The fluence required there is

$$
u_b=\frac{1}{s_0}\ln\frac{1}{1-\theta_b},
$$

and the part re-emitted is $e(a)=u_b-\theta_b$, no longer zero. The uptake elsewhere lies between $\theta_b$ and 1. The flow in (2), and with it the sum of the drops (3) and (4), therefore lies between $\theta_b$ and 1 times its full-coverage value. For $\theta_b$ near 1 we use the full value and set $\theta_b\approx1$ in $e(a)$:

$$
\frac{Jt}{S}\approx\frac{19a}{4}+\frac{3a^2}{2}+\frac{1}{s_0}\ln\frac{1}{1-\theta_b}. \tag{6}
$$

Transport and slow reaction contribute additively. Part 1 survives when the last term is small compared with $3a^2/2$, that is, when

$$
s_0\gg\frac{2}{3a^2}\ln\frac{1}{1-\theta_b}.
$$

For $a=100$ and $\theta_b=0.95$ the right-hand side is $2\times10^{-4}$. In deeper holes the ideal-sticking result holds down to smaller $s_0$, because the transport term grows as $a^2$ while the reaction term does not depend on $a$.

The ring calculation with Langmuir coverage gives the following for $\theta_b=0.95$.

| $s_0$ | Factor from (6) | Ring calculation | Exposure from rings (Pa s) |
|---|---|---|---|
| $1$ | 15478 | 15475 | 4.3 |
| $10^{-2}$ | 15775 | 15674 | 4.4 |
| $10^{-4}$ | 45432 | 44818 | 12.6 |

These ring results were obtained at one finite ring width, so differences of a few tenths of a per cent carry no meaning. Lowering $s_0$ from 1 to $10^{-2}$ hardly changes the exposure. At $10^{-4}$ the reaction term exceeds the transport term, and the exposure is almost three times the ideal-sticking value.

The claim that filling history drops out was tested separately at $a=10$ and $s_0=0.1$. On the same coarse grid of 40 rings, following the coverage step by step in time and solving the time-integrated balance both give a factor of $215.5$. The agreement tests the time integration; the value itself is about $1.4\,\%$ too low because the rings are wide (narrow rings give about $218.5$). The numerical output below contains the remaining values.

The result applies to one saturating dose. As a film of thickness $h$ builds up on the side wall over many cycles, the open diameter shrinks to $d-2h$. The current aspect ratio must then be used in (5), and an exposure that only just sufficed for the first cycle becomes too small.

## Computed values

```
Temperature: 473 K
Saturation density: 4.0 nm^-2
Aspect ratio: 100
Molecular mass: 72.087 u = 1.1970e-25 kg
Thermal energy kT: 6.5305e-21 J
sqrt(2 pi m k T): 7.0083e-23 kg m/s
Flat-surface exposure: 2.8033e-04 Pa s
Bracket, linear term: 475
Bracket, quadratic term: 15000
Bracket, total: 15476
Exposure, closed formula: 4.338 Pa s
  the same: 0.0325 Torr s
  the same: 3.254e+04 langmuir
Ballistic bracket, aspect ratio 100: 15529
Ballistic exposure: 4.353 Pa s
Ballistic minus formula, ratio 100: 0.35 %
Closed bracket, aspect ratio 10: 198.5
Ballistic bracket, aspect ratio 10: 193.3
Ballistic minus formula, ratio 10: -2.62 %
Sampled mean path between wall hits: 1.0004 diameters
Mean square axial step: 0.6648 diameters^2
View factor at one diameter, sampled: 0.1716
View factor at one diameter, formula: 0.1716
Langmuir, ratio 10, s0=0.1, integrated: 215.50
Langmuir, ratio 10, s0=0.1, time steps: 215.50
Lowest coverage in Langmuir cases: 0.95
s0=1e+00: formula factor 15478, ballistic 15475
s0=1e+00: ballistic exposure 4.34 Pa s
s0=1e-02: formula factor 15775, ballistic 15674
s0=1e-02: ballistic exposure 4.39 Pa s
s0=1e-04: formula factor 45432, ballistic 44818
s0=1e-04: ballistic exposure 12.56 Pa s
Hole diameter: 100 nm
Hole depth: 10 micrometre
Precursor partial pressure: 10 Pa
Impingement rate: 1.427e+23 m^-2 s^-1
Dose time, closed formula: 0.434 s
Dose time, ballistic: 0.435 s
Molecules taken up per hole: 1.260e+07
Mean speed: 372.7 m/s
Knudsen diffusion coefficient: 1.242e-05 m^2/s
Diffusion time over the depth: 4.02e-06 s
Collision diameter (chosen): 0.6 nm
Mean free path in the gas: 408 micrometre
```
